# Choosing Time Steps and Electronic Substeps in Ehrenfest Dynamics

## What the settings control

An Ehrenfest calculation asks for a nuclear time step $\Delta$, a number $N$ of electronic substeps of length $\delta=\Delta/N$, an electronic propagator, and often a convergence threshold for the mean field within a substep. Suppose velocity Verlet moves the nuclei, and the exponential midpoint rule or enforced time-reversal symmetry (ETRS) moves the electrons. Then:

- Orbital overlaps are preserved, whether or not the mean field is converged.
- The combined step is time-reversible if the mean field is converged in every substep.
- With the mean field converged in every substep, at fixed $N$ and fixed final time, trajectory and energy errors are of order $\Delta^2$, once $\Delta$ resolves the electronic oscillations of the forces.
- At fixed $\Delta$, increasing $N$ takes the energy error to a limit that is in general not zero:

$$E(t)-E(0)\;\to\;\Delta^2C(t)+\text{higher orders},$$

$$C(t)=\left[\sum_a\frac{F_a^2}{24M_a}+\frac{1}{12}\sum_aV_a\dot F_a\right]_0^t+\frac1{12}\int_0^t\sum_a\frac{F_a\dot F_a^{\rm el}}{M_a}\,dt'. \tag{1}$$

Here $a$ runs over nuclear coordinates, with masses $M_a$, velocities $V_a$ and forces $F_a$; $\dot F_a^{\rm el}$ is the part of $\dot F_a$ caused by the motion of the orbital. Substeps cure electronic propagation errors. They do not cure a nuclear step that samples the force too coarsely.

## Equations of motion and conserved energy

Rydberg atomic units are used: $\hbar=1$, $m_e=1/2$, $e^2=2$, so the electronic kinetic operator is $-\nabla^2$ and masses are in units of $2m_e$. The derivation treats two electrons in one closed-shell Hartree–Fock orbital, expanded in a fixed orthonormal grid basis with coefficients $\phi_i$, $\sum_i|\phi_i|^2=1$. Let $n_i=|\phi_i|^2$. The energy is

$$E=\sum_a\frac{P_a^2}{2M_a}+V_{nn}(R)+2\langle\phi|h(R)|\phi\rangle+n^{T}Wn .$$

The matrix $h=T+v(R)$ contains the kinetic energy and the nuclear attraction, which is diagonal on the grid; $W$ is the symmetric electron repulsion matrix. The total density is $2n$, so the Hartree energy is $\frac12(2n)^TW(2n)=2n^TWn$; exchange removes half of it.

Differentiation gives $\partial E/\partial\phi^*=2H\phi$, with $H=h(R)+\mathrm{diag}(Wn)$. The equations of motion are

$$i\dot\phi=H\phi,\qquad \dot R_a=\frac{P_a}{M_a}=V_a,\qquad \dot P_a=F_a=-\left.\frac{\partial E}{\partial R_a}\right|_{\phi}.$$

Because the basis does not move with the nuclei, the force has no basis-set (Pulay) term. Bases attached to the nuclei need extra terms and are outside this analysis. Energy is conserved in continuous time:

$$\dot E=\sum_aV_aF_a-\sum_aF_aV_a+2\,\mathrm{Re}\langle2H\phi|\dot\phi\rangle=4\,\mathrm{Re}\left(-i\langle H\phi|H\phi\rangle\right)=0 .$$

This holds for the discretized model itself. Good energy conservation is therefore no evidence that the grid is fine enough or that a mean-field description suits the process.

## One complete step

Subscripts 0 and 1 denote the ends of a nuclear step:

1. Half kick: $P_{1/2}=P_0+\frac{\Delta}{2}F_0$.
2. Drift: $R(s)=R_0+sV$ for $0\le s\le\Delta$, with $V_a=P_{1/2,a}/M_a$. The electrons make $N$ substeps along this straight path.
3. Half kick: $P_1=P_{1/2}+\frac{\Delta}{2}F(R_1,\phi_1)$.

Within one substep, let 0 and 1 denote its own ends. The exponential midpoint rule is

$$\phi_1=e^{-i\delta\bar H}\phi_0,\qquad \bar H=h\!\left(\tfrac{R_0+R_1}{2}\right)+\mathrm{diag}\!\left(W\,\tfrac{n_0+n_1}{2}\right), \tag{2}$$

and ETRS is

$$\phi_1=e^{-i\delta H_1/2}\,e^{-i\delta H_0/2}\,\phi_0,\qquad H_k=h(R_k)+\mathrm{diag}(Wn_k). \tag{3}$$

Both are implicit, because $n_1$ appears on the right. One guesses $n_1$, propagates, recomputes the density and repeats. The trial density enters the exponent multiplied by $\delta$, so an error in the guess is reduced by a factor of order $\delta$ or smaller per iteration. The iteration converges for small enough $\delta$, and within that range more slowly as $\delta$ grows.

## Unitarity and reversibility

Every matrix in an exponent is real and symmetric. With $U=e^{-i\delta H}$ one has $U^\dagger U=e^{i\delta H}e^{-i\delta H}=1$. If all orbitals are multiplied by the same $U$, then $(U\phi_i)^\dagger(U\phi_j)=\phi_i^\dagger\phi_j$. The density used to build $H$ does not matter, so preserved norms say nothing about mean-field convergence.

Reversibility is more demanding. Solving (2) for the initial orbital and taking the complex conjugate gives

$$\phi_0=e^{i\delta\bar H}\phi_1\quad\Rightarrow\quad\phi_0^*=e^{-i\delta\bar H}\phi_1^* .$$

Conjugation leaves densities unchanged, and $\bar H$ is unchanged when the ends are exchanged. An ordinary forward substep from $\phi_1^*$, with the nuclei moving from $R_1$ to $R_0$, therefore returns $\phi_0^*$. For ETRS the same operations give

$$\phi_0^*=e^{-i\delta H_0/2}e^{-i\delta H_1/2}\phi_1^*,$$

which is (3) with its ends exchanged. This assumes that the iteration finds the same solution in both directions, as it does when it contracts.

Now start a nuclear step from $(R_1,-P_1,\phi_1^*)$. The first kick gives $-P_1+\frac{\Delta}{2}F_1=-P_{1/2}$. The drift returns the nuclei to $R_0$ and the electrons to $\phi_0^*$. The last kick gives $-P_{1/2}+\frac{\Delta}{2}F_0=-P_0$. The step has been retraced.

If $n_0$ replaces the average density in (2), the backward step uses $n_1$ instead, and the retracing fails.

## Why the error is second order

Let $y=(R,P,\phi)$, let $S_\Delta$ be the exact flow and $\Phi_\Delta$ the numerical step at fixed $N$. Replacing $\Delta$ by $-\Delta$ undoes the step, by the same algebra as above without the conjugation: $\Phi_{-\Delta}(\Phi_\Delta(y))=y$. Write the leading local error as

$$\Phi_\Delta(y)=S_\Delta(y)+\Delta^{p+1}c(y)+O(\Delta^{p+2}).$$

The kicks, the drift and the substeps reproduce the equations of motion to first order in $\Delta$, so $p\ge1$. Inserting the expansion twice gives

$$y=\Phi_{-\Delta}(\Phi_\Delta(y))=y+\left[1+(-1)^{p+1}\right]\Delta^{p+1}c(y)+O(\Delta^{p+2}).$$

The bracket must vanish if $c\neq0$, so $p$ is even and at least 2. Local errors of order $\Delta^3$, collected over $t/\Delta$ steps, give a trajectory error of order $\Delta^2$ at fixed $t$. Since $E$ is a smooth function of $y$ and is constant on the exact trajectory, its error is also of order $\Delta^2$.

This is a statement about small $\Delta$ at fixed time. It promises neither exact energy conservation nor the absence of drift in arbitrarily long runs.

## What an unconverged mean field does

Holding the nuclei fixed isolates the effect. Propagate one substep with $H'=h+\mathrm{diag}(Wm)$, where $m$ is any chosen density. Since $H'$ commutes with its own exponential, $\langle H'\rangle$ is the same at both ends, so

$$\langle h\rangle_1-\langle h\rangle_0=-(n_1-n_0)^TWm .$$

The symmetry of $W$ gives $n_1^TWn_1-n_0^TWn_0=(n_1-n_0)^TW(n_1+n_0)$. Hence

$$E_1-E_0=(n_1-n_0)^TW(n_1+n_0-2m). \tag{4}$$

Three choices follow.

**Converged midpoint.** With $m=(n_0+n_1)/2$ the change is zero for any $\delta$ at which the iteration converges. This relies on fixed nuclei and on an interaction energy quadratic in $n$. For a smooth non-quadratic density functional, the derivative at the average density gives the energy difference up to a term cubic in $n_1-n_0$, hence of order $\delta^3$ per substep; the accumulated error is then of order $\delta^2$.

**Lagged density.** With $m=n_0$,

$$E_1-E_0=(n_1-n_0)^TW(n_1-n_0)\ge0 .$$

The sign holds because $W$ is positive definite. For the softened repulsion used below, this follows from writing $2/\sqrt{x^2+b^2}$ as a positive superposition of Gaussians in $x$, each with a positive Fourier transform. Since $n_1-n_0$ is of order $\delta$, the gain is of order $\delta^2$ per substep and of order $\delta$ in total. The electrons are heated although their norms are perfect.

**ETRS.** Its first half uses $m=n_0$ and its second half $m=n_1$. If $n_h$ is the density between them, (4) gives

$$E_1-E_0=(n_h-n_0)^TW(n_h-n_0)-(n_1-n_h)^TW(n_1-n_h).$$

Both density changes equal $\frac{\delta}{2}\dot n$ to leading order, so the $\delta^2$ terms cancel. An error of order $\delta^3$ per substep remains, or $\delta^2$ in total.

## The limit that substeps cannot remove

Let $N\to\infty$, so that the electrons follow the straight nuclear path exactly. The two half kicks change the nuclear kinetic energy by

$$\Delta K=\sum_a\left[\frac{\Delta}{2}V_a(F_{0,a}+F_{1,a})+\frac{\Delta^2}{8M_a}(F_{1,a}^2-F_{0,a}^2)\right]. \tag{5}$$

The second term is negative for $F_0$ because the first kick ends at $P_{1/2}$, while the second begins there. During the drift, the remaining energy $U$ changes only through nuclear motion, since the exact electronic evolution contributes nothing to $\dot E$:

$$\Delta U=-\int_0^\Delta\sum_aV_aF_a\,ds .$$

Adding the two leaves the difference between a trapezoid and an integral,

$$\frac{\Delta}{2}(F_0+F_1)-\int_0^\Delta F\,ds=\frac{\Delta^3}{12}\ddot F^{\rm path}+\text{higher orders}.$$

The label "path" means that $V$ is constant during the drift. Summing over steps, and replacing the numerical trajectory by the exact one at leading order, gives

$$C=\left[\sum_a\frac{F_a^2}{8M_a}\right]_0^t+\frac1{12}\int_0^t\sum_aV_a\ddot F_a^{\rm path}\,dt'. \tag{6}$$

In the exact motion $V$ is not constant. Let $A_a=F_a/M_a$ and $G_{ab}=\partial F_a/\partial R_b$ at fixed $\phi$. In vector notation $\dot F=GV+\dot F^{\rm el}$, and the changing velocity adds $GA$ to the second derivative: $\ddot F=\ddot F^{\rm path}+GA$. The matrix $G$ is minus a second derivative of $E$ and is symmetric, so

$$V\!\cdot GA=A\cdot GV=A\cdot(\dot F-\dot F^{\rm el}).$$

Integration by parts gives $\int V\!\cdot\ddot F\,dt'=[V\!\cdot\dot F]-\int A\cdot\dot F\,dt'$. Therefore

$$\int V\!\cdot\ddot F^{\rm path}dt'=[V\!\cdot\dot F]-2\int A\cdot\dot F\,dt'+\int A\cdot\dot F^{\rm el}dt'.$$

Finally, $\int A\cdot\dot F\,dt'=[\sum_aF_a^2/2M_a]$. Inserted in (6), the force-squared terms combine with coefficient $\frac18-\frac1{12}=\frac1{24}$, which proves (1).

The bracket in (1) depends on the end points and stays bounded if velocities, forces and force rates do. The last integral runs over the history, and the derivation does not reduce it to a boundary term. It vanishes if the electronic state is frozen, leaving the velocity Verlet result for forces that depend on position alone.

For finite $N$, each substep adds a local error of order $\delta^3$. There are $N$ of them per nuclear step, and $N\delta^3=\Delta^3/N^2$. To leading order,

$$E(t)-E(0)=\Delta^2\left[C(t)+\frac{B(t)}{N^2}\right], \tag{7}$$

where $B$ depends on the propagator. Nothing fixes the sign of $B$ relative to $C$, so the limit may be approached from above or below.

### When the nuclear step is too long

Consider a force component $e^{i\omega s}$ and let $\theta=\omega\Delta$. The ratio of the trapezoid to the exact impulse is

$$\frac{\frac{\Delta}{2}(1+e^{i\theta})}{(e^{i\theta}-1)/(i\omega)}=\frac{\theta}{2}\cot\frac{\theta}{2}=1-\frac{\theta^2}{12}+\cdots.$$

The quadratic law requires small $\theta$. At $\theta=\pi$ the trapezoid gives no impulse at all. At $\theta=2\pi$ the true impulse over a step is zero, but every kick samples the same phase and the nuclei feel a constant force. More substeps would only compute those sampled values more accurately.

## A worked example

The model is one-dimensional, with two unit charges of masses 50 and 100 (100 and 200 electron masses). All interactions are softened by 1 bohr: the attraction to each nucleus is $-2/\sqrt{(x-R_a)^2+1}$, and both repulsions have the form $2/\sqrt{d^2+1}$ at separation $d$. There are 33 sinc functions, centred from $-8$ to $8$ bohr with spacing $\ell=0.5$ bohr. Their kinetic matrix has diagonal elements $\pi^2/(3\ell^2)$ and off-diagonal elements $2(-1)^{i-j}/[\ell^2(i-j)^2]$.

The nuclei start at $\mp1$ bohr with momenta $\pm2$. The Hartree–Fock ground orbital is multiplied by $e^{ikx}$ with $k=0.3$, which sets the electrons oscillating. For a real orbital this adds $k^2$ to the kinetic energy of each electron. The initial energy is therefore

$$-2.8117+\frac{2^2}{2\cdot50}+\frac{2^2}{2\cdot100}+2(0.3)^2=-2.8117+0.04+0.02+0.18=-2.5717\ \text{Ry}.$$

The run lasts 10 time units, or 0.484 fs. Below, "energy error" means the root mean square of $E(t)-E(0)$ over samples 0.2 time units apart. Orbital errors are norms of the difference from an independent high-order integration at the final time, including the overall phase.

**Halving the nuclear step.** With the midpoint rule and $N=2$, the energy error is $14.92$, $3.72$ and $0.930$ in units of $10^{-6}$ Ry for $\Delta=0.2$, $0.1$ and $0.05$. The ratios are 4.01 and 4.00. The middle value corresponds to 0.051 meV. ETRS gives $42.9$, $10.7$ and $2.68$ in the same units, again with ratios of 4.00.

**Energy error is not trajectory error.** At $\Delta=0.1$, $N=2$, the ETRS energy error is 2.9 times that of the midpoint rule, but its final orbital error is smaller: $3.4\times10^{-5}$ against $1.2\times10^{-4}$. The nuclear position errors are nearly equal, $3.7\times10^{-5}$ bohr for ETRS and $3.6\times10^{-5}$ bohr for the midpoint rule. In this run the energy error and this orbital error rank the propagators in opposite order. The orbital error includes the overall phase, which enters no observable, and its share was not separated.

**More substeps.** For the midpoint rule at $\Delta=0.1$, the energy error with $N=1,2,4,8$ is $1.28$, $3.72$, $4.49$ and $4.68$ in units of $10^{-6}$ Ry. It rises towards the extrapolated limit of $4.75$. By (7), to leading order, a mean square below that of $C$ requires the time average of $BC$ to be negative: the two contributions partly cancel, most strongly here at $N=1$. The small value at $N=1$ is thus no proof of better electronic propagation.

Formula (1), evaluated on the independent trajectory, also predicts a limit of $4.75\times10^{-6}$ Ry, or 0.065 meV. The measured and predicted curves $C(t)$ differ by 0.06% of the root mean square of the prediction. Without the history integral, the misfit is 6.2%.

**A lagged density.** With $n_0$ in place of the average density and $N=2$, the energy error is $5.49\times10^{-3}$ Ry at $\Delta=0.1$ and $2.72\times10^{-3}$ Ry at $0.05$. The ratio of 2.02 shows first-order behaviour. At $\Delta=0.1$ this error is about 1500 times that of the converged midpoint rule, yet overlaps are preserved to about $10^{-14}$. Overlaps and reversals are measured on the occupied orbital together with an empty second orbital propagated by the same matrices. After running the trajectory backwards, the largest error in any grid coefficient of these two orbitals is $7\times10^{-3}$; the converged schemes return to the initial state within about $10^{-13}$.

The numerical check asserts the convergence orders in $\Delta$ and $N$, the overlaps, the reversals, the fixed-nuclei energy conservation of the converged midpoint rule and the heating formula of the lagged density, as well as agreement with (1) to within 5%. The fixed-nuclei formula for ETRS is derived above but not tested.

## Choosing the settings

**Set $\Delta$ first.** Estimate the highest electronic frequency $\omega$ that contributes appreciably to the forces, and keep $\omega\Delta$ well below 1. Slow nuclei alone do not justify a long step when electronic coherences make the forces oscillate. Then halve $\Delta$ at fixed $N$ and compare energies and the observables of interest at the same physical times.

**Set $N$ next.** Double $N$ at fixed $\Delta$ and watch electronic observables as well as the energy. If the energy error settles at a non-zero value, reduce $\Delta$. If it rises, a cancellation between the two terms of (7) may have been lost; this alone is no reason to return to fewer substeps.

**Converge the mean field in each substep.** In the example, a density threshold of $10^{-13}$ took about five matrix exponentials per substep at $\Delta=0.1$, $N=2$, for either propagator. A looser threshold saves work at the price of a reversal defect, which should be measured. If exponentials are applied approximately, for example by a truncated Taylor series, their error can limit unitarity and reversibility too. Not every approximation does: the Cayley form $(1+i\delta H/2)^{-1}(1-i\delta H/2)$ is unitary and is undone by $\delta\to-\delta$, so it keeps both properties although it is not the exact exponential.

**Read the symptoms together.** An energy error that halves with $\Delta$, instead of falling fourfold, points to a first-order ingredient such as a lagged density. A short forward-and-back run tests reversibility: reverse the momenta, conjugate the orbitals, and compare the returned state with the initial one. A lagged density fails this test. Passing it does not prove second order: the even-order argument uses $\Phi_{-\Delta}(\Phi_\Delta(y))=y$, whereas the test repeats the step with the same positive $\Delta$. Half kicks multiplied by $1+\kappa\Delta$, with $\kappa$ a constant, are retraced exactly by the algebra above, yet the force is wrong at first order in $\Delta$. A defect alone does not prove first order either: an incompletely converged mean field can leave one while the energy error is still of second order. Norm conservation cannot replace either test.

## Computed values

```
Time unit hbar/Ry: 0.048378 fs
Energy unit Ry: 13.605693 eV
Grid functions: 33, spacing 0.5 bohr
Masses: 50, 100 (2 m_e)
Start positions: -1.0, 1.0 bohr
Start momenta: 2.0, -2.0 hbar/bohr
Electron kick: 0.3 1/bohr; run time 10.0 hbar/Ry
Ground energy, nuclei at rest: -2.811687 Ry
Start energy with motion and kick: -2.571687 Ry
Start forces: 0.145427, -0.145427 Ry/bohr
Force minus energy difference: 1.0e-09 Ry/bohr
Reference final positions: -0.507978, 0.807546 bohr
Reference energy change: 4.6e-14 Ry
midpoint N=2 dt=0.2: rms dE 1.492e-05 Ry, R err 1.46e-04 bohr, phi err 4.89e-04
midpoint N=2 dt=0.1: rms dE 3.721e-06 Ry, R err 3.63e-05 bohr, phi err 1.22e-04
midpoint N=2 dt=0.05: rms dE 9.300e-07 Ry, R err 9.07e-06 bohr, phi err 3.06e-05
midpoint orders, last halving: E 2.001, R 2.001, phi 2.000
midpoint dt=0.1: overlap error 2.4e-14, reversal defect 6.7e-14
midpoint dt=0.1: exponentials per substep 4.85
ETRS N=2 dt=0.2: rms dE 4.291e-05 Ry, R err 1.50e-04 bohr, phi err 1.36e-04
ETRS N=2 dt=0.1: rms dE 1.072e-05 Ry, R err 3.73e-05 bohr, phi err 3.40e-05
ETRS N=2 dt=0.05: rms dE 2.681e-06 Ry, R err 9.31e-06 bohr, phi err 8.50e-06
ETRS orders, last halving: E 2.000, R 2.001, phi 2.000
ETRS dt=0.1: overlap error 1.9e-14, reversal defect 1.0e-13
ETRS dt=0.1: exponentials per substep 5.00
Lagged density dt=0.1: rms dE 5.493e-03 Ry
Lagged density dt=0.05: rms dE 2.716e-03 Ry
Lagged density: energy order 1.016
Lagged density: overlap error 1.7e-14, orbital reversal defect 6.8e-03
Frozen nuclei, midpoint, substep 0.1: max |dE| 8.79e-14 Ry
Frozen nuclei, ETRS, substep 0.1: max |dE| 7.18e-05 Ry
Frozen nuclei, lagged, substep 0.1: max |dE| 1.81e-02 Ry
Lagged heating: measured 1.811128e-02, formula 1.811128e-02 Ry
midpoint dt=0.1 N=1: rms dE 1.2818e-06 Ry
midpoint dt=0.1 N=2: rms dE 3.7214e-06 Ry
midpoint dt=0.1 N=4: rms dE 4.4901e-06 Ry
midpoint dt=0.1 N=8: rms dE 4.6843e-06 Ry
Order of the substep contribution: 2.000
Floor, N to infinity: measured rms 4.7492e-06 Ry
Floor, dt^2 C(t): predicted rms 4.7473e-06 Ry
Same predicted floor: 6.4591e-02 meV
Relative rms misfit of C(t): 0.0006
Misfit without the integral term: 0.0617
C at final time: measured -2.47928e-04, predicted -2.47930e-04 Ry^3/hbar^2
```
